# Symmetry and storage of PAW response occupancies at finite wavevector

In the projector augmented-wave (PAW) method each atom carries a small matrix of occupancies, from which its on-site density is built. This problem asks which symmetries that matrix keeps when a crystal responds to a static wave of wavevector \(\mathbf q\), and how much of it must be stored.

Take a crystal with one atom per cell, at the lattice vector \(\mathbf R\), with \(N\) projectors \(p_i^{\mathbf R}\). The pseudo-orbitals obey \(H\psi_n=\varepsilon_nS\psi_n\) with \(\langle\psi_m|S|\psi_n\rangle=\delta_{mn}\), where \(S\) is the PAW overlap operator. With occupations \(f_n\), spin included,

\[
\rho_{ij}^{\mathbf R}=\sum_n f_n\langle\psi_n|p_i^{\mathbf R}\rangle\langle p_j^{\mathbf R}|\psi_n\rangle .
\]

The correction that the atom adds to the pseudo-density, called the on-site density below, is \(\sum_{ij}\rho_{ij}Q_{ij}(\mathbf r)\), with \(Q_{ij}=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\) built from the all-electron and pseudo partial waves.

## (a) The ground state

**Which symmetry does \(\rho_{ij}\) have in general, and which with time reversal and real projectors? How many real numbers must be stored?**

**Solution.** Complex conjugation reverses each inner product:

\[
\rho_{ij}^*=\sum_n f_n\langle p_i|\psi_n\rangle\langle\psi_n|p_j\rangle=\rho_{ji}.
\]

The matrix is Hermitian, whatever the orbitals are.

Now let \(H\) and \(S\) be real in position space, as they are without magnetic fields, magnetic order or spin–orbit coupling. If \(\psi_n\) is a solution, so is \(\psi_n^*\), at the same energy. The occupations depend on energy alone, so the operator \(P=\sum_nf_n|\psi_n\rangle\langle\psi_n|\) is unchanged by conjugation and has a real kernel. Since \(\rho_{ij}=\langle p_j|P|p_i\rangle\), real projectors give a real \(\rho_{ij}\). A real Hermitian matrix is symmetric, so its upper triangle suffices: \(N(N+1)/2\) real numbers. This is the packed real-symmetric form.

## (b) The relation between \(\mathbf q\) and \(-\mathbf q\)

**Define the response to one Fourier component of a physical perturbation. How are the responses at \(\mathbf q\) and \(-\mathbf q\) related?**

**Solution.** A physical perturbation has the form

\[
\lambda X_{\mathbf q}+\lambda^*X_{-\mathbf q},
\]

with a complex amplitude \(\lambda\). Its adjoint is \(\lambda^*X_{\mathbf q}^\dagger+\lambda X_{-\mathbf q}^\dagger\). The two agree for every \(\lambda\) if and only if \(X_{\mathbf q}^\dagger=X_{-\mathbf q}\). A single component need not be Hermitian.

For a potential wave \(e^{i\mathbf q\cdot\mathbf r}\) the PAW operator is

\[
X_{\mathbf q}=e^{i\mathbf q\cdot\mathbf r}+\sum_{\mathbf R,ij}e^{i\mathbf q\cdot\mathbf R}|p_i^{\mathbf R}\rangle D^1_{ij}(\mathbf q)\langle p_j^{\mathbf R}|,
\qquad
D^1_{ij}(\mathbf q)=\int Q_{ij}(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r .
\]

Because \(Q_{ij}^*=Q_{ji}\), we have \(D^1_{ij}(\mathbf q)^*=D^1_{ji}(-\mathbf q)\), as required.

Moving the origin to the atom at \(\mathbf R\) multiplies \(X_{\mathbf q}\) by \(e^{i\mathbf q\cdot\mathbf R}\). The first-order change at that atom is therefore

\[
\delta\rho^{\mathbf R}=\lambda e^{i\mathbf q\cdot\mathbf R}\rho^1(\mathbf q)+\lambda^*e^{-i\mathbf q\cdot\mathbf R}\rho^1(-\mathbf q),
\]

which defines \(\rho^1(\pm\mathbf q)\). By (a), \(\delta\rho^{\mathbf R}\) is Hermitian for every \(\lambda\). At \(\mathbf R=0\), the choices \(\lambda=1\) and \(\lambda=i\) (the second divided by \(i\)) give

\[
\rho^1(\mathbf q)+\rho^1(-\mathbf q)=\rho^1(\mathbf q)^\dagger+\rho^1(-\mathbf q)^\dagger,
\]
\[
\rho^1(\mathbf q)-\rho^1(-\mathbf q)=-\rho^1(\mathbf q)^\dagger+\rho^1(-\mathbf q)^\dagger .
\]

Their sum is \(2\rho^1(\mathbf q)=2\rho^1(-\mathbf q)^\dagger\), or in elements

\[
\boxed{\rho^1_{ij}(\mathbf q)^*=\rho^1_{ji}(-\mathbf q)}
\]

The argument used the Hermiticity of \(\rho^{\mathbf R}\) and the existence of a linear response. It therefore covers self-consistent fields and moving projectors, provided that the solution varies smoothly with \(\lambda\). Another phase convention, such as \(e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau)}\) for an atom at \(\boldsymbol\tau\) in the cell, multiplies \(\rho^1(\pm\mathbf q)\) by \(e^{\mp i\mathbf q\cdot\boldsymbol\tau}\) and leaves the relation intact.

## (c) The formula in terms of first-order orbitals

**For a gapped crystal and \(\mathbf q\) not a reciprocal lattice vector, express \(\rho^1(\mathbf q)\) through first-order orbitals and check the relation of (b).**

**Solution.** Let \(H^1_{\mathbf q}\) and \(S^1_{\mathbf q}\) be the coefficients of \(\lambda\) in \(H\) and \(S\), and write

\[
\psi_n\to\psi_n+\lambda\psi_n^{\mathbf q}+\lambda^*\psi_n^{-\mathbf q}.
\]

If \(\psi_n\) has Bloch vector \(\mathbf k\), then \(\psi_n^{\mathbf q}\) has \(\mathbf k+\mathbf q\). The operator \(H^1_{\mathbf q}-\varepsilon_nS^1_{\mathbf q}\) has no matrix element between states of equal Bloch vector, so the first-order energy vanishes unless \(\psi_n\) is degenerate with a state at \(\mathbf k\pm\mathbf q\). With time reversal such a degeneracy occurs at \(\mathbf k=\mp\mathbf q/2+\mathbf G/2\), for any reciprocal lattice vector \(\mathbf G\), and the two levels then split at first order unless the matrix element between them vanishes, as symmetry can enforce. In a gapped crystal both states of such a pair are occupied. The equation below then acquires extra terms proportional to \(S|m\rangle\) with occupied \(m\), which drop out on projection onto empty states. The terms in \(\lambda\) of the eigenvalue equation are

\[
(H-\varepsilon_nS)\psi_n^{\mathbf q}+(H^1_{\mathbf q}-\varepsilon_nS^1_{\mathbf q})\psi_n=0 .
\]

Projection on a state \(m\) at \(\mathbf k+\mathbf q\), with \(\langle m|H=\varepsilon_m\langle m|S\), gives the amplitude

\[
c_{mn}=\langle m|S|\psi_n^{\mathbf q}\rangle=\frac{\langle m|H^1_{\mathbf q}-\varepsilon_nS^1_{\mathbf q}|n\rangle}{\varepsilon_n-\varepsilon_m}.
\]

This is used for empty \(m\). For occupied \(m\), the operator \(|m\rangle\langle n|\) enters the first-order \(P\) twice: from \(|\psi_n^{\mathbf q}\rangle\langle\psi_n|\), and from \(|\psi_m\rangle\langle\psi_m^{-\mathbf q}|\). With equal occupations the two coefficients add to

\[
\frac{\langle m|H^1_{\mathbf q}-\varepsilon_nS^1_{\mathbf q}|n\rangle-\langle m|H^1_{\mathbf q}-\varepsilon_mS^1_{\mathbf q}|n\rangle}{\varepsilon_n-\varepsilon_m}
=-\langle m|S^1_{\mathbf q}|n\rangle .
\]

The energy denominator has cancelled. Each of the two orbitals may be given half of this, so the amplitude for occupied \(m\) is \(-\tfrac12\langle m|S^1_{\mathbf q}|n\rangle\). This choice also preserves orthonormality to first order. In fact the condition \(\langle\psi_m|S|\psi_n\rangle=\delta_{mn}\) alone fixes the sum of the two coefficients at \(-\langle m|S^1_{\mathbf q}|n\rangle\), with no division by an energy difference, so the result remains valid for degenerate occupied states.

If the atoms move, \(|p_i\rangle\) changes by \(\lambda|\partial_{\mathbf q}p_i\rangle+\lambda^*|\partial_{-\mathbf q}p_i\rangle\). In a bra the roles of \(\lambda\) and \(\lambda^*\) are exchanged. The coefficient of \(\lambda\) in \(\langle p_j|\psi_n\rangle\) is thus \(\langle p_j|\psi_n^{\mathbf q}\rangle+\langle\partial_{-\mathbf q}p_j|\psi_n\rangle\), and it contributes

\[
h_{ij}(\mathbf q)=\sum_nf_n\langle\psi_n|p_i\rangle\left[\langle p_j|\psi_n^{\mathbf q}\rangle+\langle\partial_{-\mathbf q}p_j|\psi_n\rangle\right].
\]

The coefficient of \(\lambda\) in the other factor, \(\langle\psi_n|p_i\rangle\), contributes

\[
\sum_nf_n\left[\langle\psi_n^{-\mathbf q}|p_i\rangle+\langle\psi_n|\partial_{\mathbf q}p_i\rangle\right]\langle p_j|\psi_n\rangle=h_{ji}(-\mathbf q)^* .
\]

Hence

\[
\rho^1(\mathbf q)=h(\mathbf q)+h(-\mathbf q)^\dagger .
\]

Its adjoint is \(h(\mathbf q)^\dagger+h(-\mathbf q)=\rho^1(-\mathbf q)\), in agreement with (b). In the ground state a product of amplitudes and its conjugate partner come from the same orbital. Here the partner comes from the response at \(-\mathbf q\).

## (d) When is the response Hermitian?

**Find the exact condition, and apply it to \(\mathbf q=0\) and to zone-boundary points where \(2\mathbf q\) is a reciprocal lattice vector.**

**Solution.** From (b),

\[
\rho^1(\mathbf q)-\rho^1(\mathbf q)^\dagger=\rho^1(\mathbf q)-\rho^1(-\mathbf q).
\]

The response is Hermitian if and only if it is the same at \(\mathbf q\) and \(-\mathbf q\). Translation symmetry and time reversal do not enforce this at general \(\mathbf q\), and (e) gives a class of crystals where it fails. Point symmetry can enforce it in special cases: for the potential wave at an inversion centre whose projectors all have the same parity, inversion gives \(\rho^1(-\mathbf q)=\rho^1(\mathbf q)\) at every \(\mathbf q\), with or without time reversal.

At \(\mathbf q=0\) the two perturbations coincide, and the response is Hermitian. For the potential wave it even vanishes: \(X_0=S\), which shifts all energies equally and leaves the orbitals alone.

At some zone-boundary points \(2\mathbf q\) is a reciprocal lattice vector: \(q=\pi/a\) in one dimension, but only isolated points in three dimensions, not a general point of a zone face. At such a point \(e^{i\mathbf q\cdot\mathbf R}=e^{-i\mathbf q\cdot\mathbf R}\) at every atom. A wave of atomic displacements \(\mathbf u_{\mathbf R}=\mathbf e(\lambda e^{i\mathbf q\cdot\mathbf R}+\lambda^*e^{-i\mathbf q\cdot\mathbf R})\), with real \(\mathbf e\), is then the same for \(\pm\mathbf q\), and its response is Hermitian. The potentials \(e^{\pm i\mathbf q\cdot\mathbf r}\) still differ inside the cell, so their response need not be. The perturbation itself has to be compared, not just its crystal momentum.

## (e) Time reversal and inversion

**What does time reversal add? For an atom at an inversion centre, which elements are real and which imaginary?**

**Solution.** Let the unperturbed crystal, the projectors and the physical perturbation all be real, as for potential and displacement waves. By (a), \(\delta\rho\) is then real symmetric for every \(\lambda\). The choices \(\lambda=1\) and \(\lambda=i\) show that \(\rho^1(\mathbf q)+\rho^1(-\mathbf q)\) and \(i[\rho^1(\mathbf q)-\rho^1(-\mathbf q)]\) are symmetric, and so is their combination \(\rho^1(\mathbf q)\):

\[
\rho^1_{ij}(\mathbf q)=\rho^1_{ji}(\mathbf q),\qquad \rho^1_{ij}(\mathbf q)^*=\rho^1_{ij}(-\mathbf q).
\]

The matrix is complex symmetric. In terms of orbitals, conjugating the first-order equation turns \(\psi^{-\mathbf q}_{n\mathbf k}\) into \(\psi^{\mathbf q}_{n,-\mathbf k}\). After the sum over \(\mathbf k\), \(h(-\mathbf q)^\dagger=h(\mathbf q)^T\), so

\[
\rho^1(\mathbf q)=h(\mathbf q)+h(\mathbf q)^T .
\]

The response at \(-\mathbf q\) need not be computed separately, but \(h\) must be symmetrized; \(2h\) is the same matrix only if \(h\) happens to be symmetric.

Let the atom also be an inversion centre, with projectors of parity \(\pi_i=\pm1\). Inversion turns \(e^{i\mathbf q\cdot\mathbf r}\) into \(e^{-i\mathbf q\cdot\mathbf r}\), so for the potential wave

\[
\rho^1_{ij}(\mathbf q)^*=\rho^1_{ij}(-\mathbf q)=\pi_i\pi_j\rho^1_{ij}(\mathbf q).
\]

Elements between equal parities are real; those between opposite parities are imaginary. For real \(\lambda\) the wave is \(2\lambda\cos\mathbf q\cdot\mathbf r\), even about the atom at the origin, and it cannot mix s with p there. The sine wave can, and the factor \(i\) records that quarter-period shift. Displacements change sign under inversion, which exchanges the two classes.

A nonzero imaginary element with \(\rho^1_{sp}=\rho^1_{ps}\) violates Hermiticity, which would require \(\rho^1_{sp}=(\rho^1_{ps})^*=-\rho^1_{ps}\). Nor does a common phase \(e^{i\alpha}\) help if \(\rho^1_{ss}\) is nonzero too: a real diagonal forces \(e^{i\alpha}=\pm1\), and the s–p element is still imaginary.

## (f) What has to be stored?

**Can the packed form of (a) hold \(\rho^1(\mathbf q)\)? If not, what is the smallest change that works?**

**Solution.** A single real-symmetric array equals its own adjoint. By (d) it can represent the response only if \(\rho^1(\mathbf q)=\rho^1(-\mathbf q)\), so it fails in general. A single packed Hermitian array fails for the same reason. Packing itself is not excluded. Define

\[
A=\tfrac12\left[\rho^1(\mathbf q)+\rho^1(\mathbf q)^\dagger\right],\qquad
B=\tfrac1{2i}\left[\rho^1(\mathbf q)-\rho^1(\mathbf q)^\dagger\right].
\]

Both are Hermitian, and \(\rho^1(\mathbf q)=A+iB\), \(\rho^1(-\mathbf q)=A-iB\). For real \(\lambda\) and \(\theta=\mathbf q\cdot\mathbf R\),

\[
\delta\rho^{\mathbf R}=\lambda\left[(\cos\theta+i\sin\theta)(A+iB)+(\cos\theta-i\sin\theta)(A-iB)\right]
=2\lambda(A\cos\theta-B\sin\theta),
\]

since the cross terms \(\pm i(A\sin\theta+B\cos\theta)\) cancel. \(A\) and \(B\) are the cosine and sine parts of the response, and each can be packed.

With time reversal \(\rho^1\) is symmetric, so \(A=\mathrm{Re}\,\rho^1\) and \(B=\mathrm{Im}\,\rho^1\) are real symmetric: \(N(N+1)\) real numbers, twice the ground-state count. Without it, two Hermitian arrays take \(2N^2\), as many as a full complex matrix. For \(N=8\) the counts are 36 for the real ground state, 72 for the response with time reversal and 128 without. These counts assume no further symmetry. With time reversal at an inversion centre, (e) shows that for a wave of definite parity one of \(A\) and \(B\) holds only equal-parity elements and the other only opposite-parity elements. At most \(N(N+1)/2\) numbers are then nonzero, but the factor \(i\) on one class must be kept.

## (g) A chain with s and p projectors

**Test these results on a one-dimensional model, and find what wrong packing does to the on-site dipole.**

**Solution.** Six atoms sit on a ring with spacing \(a=0.4\) nm. Each has a Gaussian well \(-V_0e^{-x^2/2W^2}\) of depth \(V_0=15\) eV and width \(W=0.08\) nm, and normalized Gaussian projectors \(p_s\propto e^{-x^2/2\sigma^2}\) and \(p_p\propto x\,p_s\) with \(\sigma=0.06\) nm. The on-site strengths are \(D_{ss}=-2\) eV and \(D_{pp}=1\) eV. With \(g\propto e^{-x^2/2w^2}\) a Gaussian of unit area and width \(w=0.05\) nm, the augmentation functions are \(Q_{ss}=0.2g\), \(Q_{pp}=0.1g\) and \(Q_{sp}=Q_{ps}=0.1(x/w)g\). One band is doubly occupied, with a gap of 7.6 eV. The electrons are independent: Hartree and exchange–correlation response is left out.

For \(qa=60^\circ\), or \(q=2.618\) nm\(^{-1}\), the potential wave gives, in eV\(^{-1}\) and in the order s, p,

\[
\rho^1(q)=\begin{pmatrix}-0.00165&-0.02409\,i\\-0.02409\,i&-0.00026\end{pmatrix}.
\]

At \(-q\) the imaginary elements change sign, as (b) and (e) require. The fraction \(\|\rho^1-\rho^{1\dagger}\|/(2\|\rho^1\|)\), with Frobenius norms, is 0.9988. A common factor \(i\) would make the large s–p part Hermitian but the small diagonal anti-Hermitian; the smallest fraction found over common phases is 0.049.

The half term has \(h_{sp}=-0.02404\,i\) and \(h_{ps}=-0.00004\,i\) eV\(^{-1}\). Every term of \(h_{ps}\) contains the p amplitude of an occupied orbital, which is small here: \(\rho_{pp}=0.00126\) against \(\rho_{ss}=1.548\). The corresponding amplitude ratio, about 0.03, accounts for only part of the observed ratio \(|h_{ps}/h_{sp}|\) of about 0.002. The sum \(-0.02408\,i\) agrees with \(\rho^1_{sp}\) within rounding, whereas \(2h\) would give two very different off-diagonal elements.

For \(\lambda=0.01\) eV, (f) predicts at the neighbour \(R=a\)

\[
\delta\rho_{sp}=-2(0.01)(-0.02409)\sin60^\circ=4.17\times10^{-4}.
\]

Diagonalization of the whole perturbed ring also gives \(4.17\times10^{-4}\). The potential energy falls towards \(+x\) at this atom, and the positive sign means that on-site density moves that way.

The on-site dipole per unit amplitude is \(\sum_{ij}\rho^1_{ij}\int xQ_{ij}\,dx\). By parity only s–p terms remain, with \(\int xQ_{sp}\,dx=0.1w=0.005\) nm:

\[
2(-0.02409\,i)(0.005)=-2.41\times10^{-4}\,i\ \text{nm/eV}.
\]

Real packing drops the imaginary element. Hermitian packing replaces \(\rho^1_{ps}\) by \((\rho^1_{sp})^*=-\rho^1_{sp}\), and the sum cancels. Either way the on-site dipole induced by the potential wave is lost. For the displacement wave the classes are exchanged, as in (e): the s–p element is real, \(0.045\) nm\(^{-1}\), and survives both packings, while the imaginary diagonal elements, \(0.070\,i\) and \(-0.034\,i\) nm\(^{-1}\), are dropped.

A second crystal has wells multiplied by \(1+0.3x/(0.08\ \text{nm})\), which breaks inversion, and an on-site term \(D_{sp}=D_{ps}^*=i\times1\) eV, which breaks time reversal and, since it couples opposite parities, inversion as well. For the same potential wave, in eV\(^{-1}\),

\[
\rho^1_{sp}(q)=-0.00043-0.02096\,i,\qquad \rho^1_{ps}(q)=0.00115-0.02121\,i .
\]

The matrix is neither Hermitian nor symmetric. Yet \(\rho^1_{ps}(-q)=-0.00043+0.02096\,i\) is the conjugate of \(\rho^1_{sp}(q)\). The formula \(h+h^T\) is now wrong by 15% of the largest element. At the zone boundary the displacement response of this crystal is Hermitian, with \(\rho^1_{sp}=(\rho^1_{ps})^*=0.122-0.011\,i\) nm\(^{-1}\). The potential response is not: its ss element is \(-0.0126+0.0231\,i\) eV\(^{-1}\).

The numerical check compares the formula of (c) with finite differences of full-ring diagonalizations, for both crystals and both kinds of wave. The largest deviation is \(2\times10^{-7}\) of the largest element, and the relation of (b) holds to the same accuracy. Taken together, the computed responses have complex rank 3 for the first crystal, the dimension of the symmetric \(2\times2\) matrices, and 4 for the second, the dimension of the general ones. With complex elements these spaces hold 6 and 8 real numbers, the counts of (f) for \(N=2\), where the packed ground state has 3. The rank only counts dimensions; that the matrix of the first crystal is symmetric, and that its elements are not all real, is shown by the matrices above. Because the atom of the first crystal is an inversion centre, one kind of wave alone has only 3 nonzero real numbers there, as stated at the end of (f).

## Numbers as computed

```
cells 6, lattice constant 0.4 nm, plane waves 73
hbar^2/2m = 0.038100 eV nm^2
well depth 15.0 eV, well width 0.08 nm, projector width 0.06 nm
on-site D_ss -2.0 eV, D_pp 1.0 eV; augmentation width 0.05 nm
augmentation strengths ss 0.2, pp 0.1, sp 0.1
q = 2.61799 nm^-1, q*a = 60.0 degrees
gap: plain 7.6089 eV, general 8.0256 eV
general crystal: skew 0.3, time-reversal-breaking D_sp = i * 1.0 eV
on-site potential D1(q) [ss sp ps pp] (per unit wave): +0.19829-0.00000i  +0.00000+0.01298i  +0.00000+0.01298i  +0.09915-0.00000i
plain ground state rho [ss sp ps pp] (1): +1.54795+0.00000i  +0.00000-0.00000i  +0.00000+0.00000i  +0.00126+0.00000i
plain M(q) [ss sp ps pp] (1/eV): -0.00165-0.00000i  -0.00000-0.02409i  -0.00000-0.02409i  -0.00026+0.00000i
plain M(-q) [ss sp ps pp] (1/eV): -0.00165+0.00000i  -0.00000+0.02409i  -0.00000+0.02409i  -0.00026-0.00000i
plain half term h(q) [ss sp ps pp] (1/eV): -0.00082-0.00000i  -0.00000-0.02404i  +0.00000-0.00004i  -0.00013+0.00000i
plain cosine part A [ss sp ps pp] (1/eV): -0.00165+0.00000i  -0.00000+0.00000i  -0.00000-0.00000i  -0.00026+0.00000i
plain sine part B [ss sp ps pp] (1/eV): -0.00000+0.00000i  -0.02409-0.00000i  -0.02409+0.00000i  +0.00000+0.00000i
plain displacement M(q) [ss sp ps pp] (1/nm): +0.00000+0.07046i  +0.04507+0.00000i  +0.04507+0.00000i  +0.00000-0.03439i
general ground state rho [ss sp ps pp] (1): +1.50428+0.00000i  +0.21864+0.11126i  +0.21864-0.11126i  +0.04122-0.00000i
general M(q) [ss sp ps pp] (1/eV): -0.00180+0.00929i  -0.00043-0.02096i  +0.00115-0.02121i  -0.00006-0.00637i
general M(-q) [ss sp ps pp] (1/eV): -0.00180-0.00929i  +0.00115+0.02121i  -0.00043+0.02096i  -0.00006+0.00637i
general zone-boundary displacement M [ss sp ps pp] (1/nm): +0.01085+0.00000i  +0.12245-0.01080i  +0.12245+0.01080i  -0.00179-0.00000i
general zone-boundary potential M [ss sp ps pp] (1/eV): -0.01257+0.02310i  +0.00106-0.05444i  +0.00505-0.05619i  +0.00081-0.01629i
non-Hermitian fraction: plain 0.9988, general 0.9983
smallest non-Hermitian fraction over common phases: 0.0490
general: relative asymmetry 0.0752, error of h + h^T 0.1538
relative loss: real packing 0.9988, Hermitian packing 1.4125
on-site dipole per amplitude: true -2.4086e-04 i nm/eV, real packing 1.2e-20, Hermitian packing 1.2e-20
independent real numbers found: plain 6, general 8
2 projectors: ground state 3, response with time reversal 6, without 8 reals
8 projectors: ground state 36, response with time reversal 72, without 128 reals
site changes for real amplitude 0.01 eV (direct | linear):
 R=0: ss -0.000033 | -0.000033   sp -0.000000 | -0.000000
 R=1: ss -0.000017 | -0.000016   sp +0.000417 | +0.000417
 R=2: ss +0.000016 | +0.000016   sp +0.000417 | +0.000417
 R=3: ss +0.000033 | +0.000033   sp -0.000000 | +0.000000
 R=4: ss +0.000016 | +0.000016   sp -0.000417 | -0.000417
 R=5: ss -0.000017 | -0.000016   sp -0.000417 | -0.000417
largest relative errors: response formula 2.0e-07, conjugation 2.0e-07
two-array reconstruction 2.0e-07, basis change 1.4e-12
```
